# Spin–orbit coupling and the doublet intensity ratio in caesium absorption

**Q.** In absorption from the caesium ground state my first doublet, 6s→6p, shows the 3/2 line about twice as strong as the 1/2 line. The second shows roughly four to one, and the ratio keeps rising up the series while the splitting shrinks. Where does the factor 2 come from, and what does it assume?

**A.** I use Hartree atomic units, count \(E\) without the rest energy, and let one valence electron move in a local central potential \(V(r)\) with a point nucleus. In an optically thin vapour and in the long-wavelength dipole limit, the integrated absorption is proportional to the oscillator strength
\[ f=\frac{2\omega}{3}\,\frac12\sum_{m_a,m_b}\sum_{i=x,y,z}|\langle b|d(r)\,n_i|a\rangle|^2 ,\]
where \(\mathbf n=\mathbf r/r\), the factor \(\tfrac12\) averages over the two 6s sublevels, and \(d(r)=r\) for now.

The states solve \([c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2+V]\psi=E\psi\) with \(\psi=r^{-1}(P\,\Omega_\kappa,\ iQ\,\Omega_{-\kappa})\), and \(\kappa=-1,+1,-2\) for s\(_{1/2}\), p\(_{1/2}\), p\(_{3/2}\). Two properties of the spinor harmonics are needed. From \(\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34\) follows \(\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa\). The operator \(\boldsymbol\sigma\cdot\mathbf n\) commutes with \(\mathbf J\), is odd under parity and squares to one, so it maps \(\Omega_\kappa\) onto \(\Omega_{-\kappa}\) up to a phase, which I fix by \(\boldsymbol\sigma\cdot\mathbf n\,\Omega_\kappa=-\Omega_{-\kappa}\).

Since \(n_i\) commutes with \(\boldsymbol\sigma\cdot\mathbf n\), we have \(\langle\Omega_{-\kappa_b}|n_i|\Omega_{-\kappa_a}\rangle=\langle\Omega_{\kappa_b}|n_i|\Omega_{\kappa_a}\rangle\). Large and small components share one angular factor, and since \((iQ_b)^*(iQ_a)=Q_bQ_a\) the radial integral is
\[ R=\int_0^\infty (P_aP_b+Q_aQ_b)\,d(r)\,dr .\]
For the angular sum, note that the 6s spinors are \(\chi_m/\sqrt{4\pi}\) and that \(\int n_in_k\,d\Omega/4\pi=\delta_{ik}/3\). The six functions \(\sqrt3\,n_i\chi_m/\sqrt{4\pi}\) are therefore an orthonormal basis of the space with \(l=1\) and spin \(\tfrac12\). The sum over \(i,m_a,m_b\) is one third of the trace of the projector on \(j\), namely \((2j+1)/3=2|\kappa|/3\). Hence \(f=2|\kappa|\,\omega R^2/9\), and with labels 1 and 3 for \(j=\tfrac12,\tfrac32\),
\[ \rho_n=\frac{f_3}{f_1}=2\,\frac{\omega_3}{\omega_1}\left(\frac{R_3}{R_1}\right)^2 .\]
The 2 is the ratio of degeneracies. It is the intensity ratio when the frequencies and the radial integrals are equal; in general the other two factors enter as well. In thin emission from statistically populated levels the photon rates carry a further factor \((\omega_3/\omega_1)^2\).

**Q.** What in the Dirac equation makes the two radial functions differ?

**A.** Insert \((\boldsymbol\sigma\cdot\mathbf n)^2=1\) and use the Pauli product rule: \(\boldsymbol\sigma\cdot\mathbf p=\boldsymbol\sigma\cdot\mathbf n\,[-i\partial_r+i\,\boldsymbol\sigma\cdot\mathbf L/r]\). Acting on \((P/r)\Omega_\kappa\), the bracket gives \(-i(P'/r-P/r^2)-i(\kappa+1)P/r^2=-(i/r)(P'+\kappa P/r)\), and \(\boldsymbol\sigma\cdot\mathbf n\) supplies \(-\Omega_{-\kappa}\), so the result is \((i/r)(P'+\kappa P/r)\Omega_{-\kappa}\). The same rule with \(\kappa\to-\kappa\) turns \((iQ/r)\Omega_{-\kappa}\) into \(-(1/r)(Q'-\kappa Q/r)\Omega_\kappa\). The lower and upper rows of the Dirac equation then read
\[ P'+\frac{\kappa P}{r}=2cM\,Q,\qquad c\left(Q'-\frac{\kappa Q}{r}\right)=-(E-V)P,\qquad M=1+\frac{E-V}{2c^2}. \]
Multiply the second equation by a variation \(\delta P\) and integrate by parts: \(-c\int Q(\delta P'+\kappa\,\delta P/r)\,dr=-\int(E-V)P\,\delta P\,dr\). Substituting \(Q\) from the first equation shows that this is the condition for
\[ \mathcal F=\int\left[\frac{(P'+\kappa P/r)^2}{2M}+(V-E)P^2\right]dr \]
to be stationary at fixed \(M\). No approximation has been made. Write \(\kappa=-1+k\) and expand:
\[ (P'+\kappa P/r)^2=(P'-P/r)^2+k\,\frac{(P^2)'}{r}+(k^2-2k)\frac{P^2}{r^2}. \]
Integrating the middle term by parts gives
\[ \int \frac{k\,(P^2)'}{2Mr}\,dr=k\int P^2\left[\frac{M'}{2M^2r}+\frac{1}{2Mr^2}\right]dr. \]
The boundary term \(P^2/Mr\) vanishes at the origin because \(Mr\to Z/2c^2\) and \(P\to0\). The coefficient of \(P^2/2Mr^2\) becomes \(k^2-k=\kappa(\kappa+1)=l(l+1)\), the same for both \(j\). With \(M'=-V'/2c^2\),
\[ \mathcal F=\int\left[\frac{(P'-P/r)^2}{2M}+\left(\frac{l(l+1)}{2Mr^2}+V-E+a_j\,\xi\right)P^2\right]dr,\qquad \xi=\frac{V'}{2c^2M^2r}, \]
where \(a_j=-k/2=\langle\mathbf L\cdot\mathbf S\rangle\), so that \(a_1=-1\) and \(a_3=+\tfrac12\). All dependence on \(j\) sits in \(a_j\xi\), and \(\xi>0\) where the attractive potential rises outward. Replacing \(a_j\) by \(\lambda a_j\) gives a dial: \(\lambda=1\) is the Dirac equation, and \(\lambda=0\) is the scalar-relativistic problem, whose energies and integrals I call \(E_n\) and \(R_0(n)\).

**Q.** How does that term change the radial integral?

**A.** Freeze \(M\) at \(E_n\). The functional then defines a Hermitian operator on \(P\) with metric \(\int P^2dr\). What is neglected is the energy dependence of \(M\): since \(\partial M/\partial E=1/2c^2\), the first term of the original functional changes at the rate \(-(2cMQ)^2/(4c^2M^2)=-Q^2\). The norm \(\int Q^2dr\) is of order \(\langle p^2\rangle/4c^2\), negligible for a valence state, and the \(QQ\) part of \(R\) is of the same order. First-order perturbation theory gives \(\delta E=a_j\xi_{nn}\), a splitting \(s_n=(a_3-a_1)\xi_{nn}=\tfrac32\xi_{nn}\), and \(\delta P_n=a_j\sum_{m\ne n}P_m\,\xi_{mn}/(E_n-E_m)\) with \(\xi_{mn}=\int P_m\xi P_n\,dr\). The 6s state has \(k=0\) and does not change. Therefore
\[ R_j=R_0+a_j\Delta_n,\qquad \Delta_n=\sum_{m\neq n}\frac{R_0(m)\,\xi_{mn}}{E_n-E_m}, \]
and the sum covers all p eigenstates of the potential: the core-like 2p to 5p, the bound series and the continuum. With \(x=\Delta_n/R_0\),
\[ \rho_n\approx 2\,\frac{\omega_3}{\omega_1}\left(\frac{1+x/2}{1-x}\right)^2 . \]
Set the frequency ratio aside. For small \(x\) the bracket is \(1+\tfrac32x\), so \(\rho\approx2(1+3x)\). The ratio diverges at \(x=1\), where the 1/2 line disappears. For \(x>1\) the condition \(1+x/2>x-1\) means \(x<4\), so \(\rho>2\) holds exactly for \(0<x<4\). For \(x<0\) one has \(|1+x/2|<1-x\) and \(\rho<2\). When \(R_0=0\) the ratio is \(2(\tfrac12)^2=\tfrac12\). A ratio above 2 is thus a matter of the sign and size of \(x\), not a general rule.

**Q.** The splitting falls quickly with \(n\). Why does \(x\) not fall with it?

**A.** Numerator and denominator must be taken in turn. The weight \(\xi\) lives in the inner core, where \(|V|\) far exceeds the valence energies. There all valence p functions have one shape, \(P_n\approx N_nu(r)\), and I choose \(N_n>0\) by making every \(P_n\) positive near the origin. Then \(\xi_{mn}\approx N_mN_n\int\xi u^2dr=\sqrt{\xi_{mm}\xi_{nn}}>0\) for valence states. The amplitude follows at WKB level. With local wave number \(K(r)\), \(P=N K^{-1/2}\sin\phi\), and averaging \(\sin^2\phi\) to \(\tfrac12\) gives \(\tfrac12N^2\int dr/K=1\). Differentiating the quantization rule \(\int K\,dr=\pi(n+\text{const})\) with \(\partial K/\partial E=1/K\) gives \(\int dr/K=\pi\,dn/dE\). For \(E=-1/2\nu^2\), \(\nu=n-\delta\) and constant quantum defect \(\delta\), \(dE/dn=\nu^{-3}\), so \(N^2=2/\pi\nu^3\). The splitting falls as \(\nu^{-3}\) because it contains \(N_n\) twice. Both \(\Delta_n\) and \(R_0(n)\) contain this factor once, and it cancels in \(x\).

Fix the sign of 6s so that \(R_0(6)>0\). For \(n\ge7\) the 6p term of the sum is
\[ \Delta_n^{(6p)}=\frac{R_0(6)\sqrt{\xi_{66}\xi_{nn}}}{E_n-E_6}\approx R_0(6)\,\frac{\tfrac23\sqrt{s_6s_n}}{E_n-E_6}>0 . \]
It borrows from the strong first line. Times \(\nu^{3/2}\), it varies with \(n\) mainly through the denominator, which tends to \(|E_6|\).

The integral \(R_0(n)\) is small for a related reason. If \(d\,P_{6s}\) were exactly proportional to \(P_{6p}\), orthogonality would make every other \(R_0(n)\) vanish. To the extent that it is nearly proportional, \(R_0(n)\) is what remains between a positive inner lobe of the integrand, where \(np\) still follows 6p, and the negative part farther out, where \(np\) has its first extra node behind it. At high \(n\) a weak positive lobe follows behind the second extra node; it is small beside the other two, but not beside the remainder. Define \(A_n=\int|P_{6s}P_n+Q_{6s}Q_n|\,|d|\,dr\) and the cancellation factor \(C_n=A_n/|R_0|\). Then \(|x|=C_n|\Delta_n|/A_n\): a small relative change of the integrand, multiplied by an amplifier. Which sign wins, and so the sign of \(x\), has to be computed.

**Q.** Before the numbers: the Cs⁺ core is soft. Is \(d=r\) still the right operator?

**A.** It is not. An electron at \(\mathbf r\) makes a field \(+\mathbf r/r^3\) at the core, which I cut off as \(F(r)=r/(r^2+r_c^2)^{3/2}\) along \(\mathbf n\) because the point-dipole picture fails inside the core. Model the core as an oscillator of frequency \(\Omega\) with dipole \(p_c=\gamma(b+b^\dagger)\). A static field \(\mathcal E\) shifts its ground state by \(-\gamma^2\mathcal E^2/\Omega\), which must equal \(-\alpha\mathcal E^2/2\), so \(\gamma^2=\alpha\Omega/2\). Take two valence levels \(s,p\) separated by \(\omega\), with matrix elements \(z\) of the coordinate and \(F\) of the field between them. The coupling \(-p_cF\) connects \(|s,0\rangle\) to \(|p,1\rangle\) and \(|p,0\rangle\) to \(|s,1\rangle\) with element \(-\gamma F\), so to first order
\[ |\tilde s\rangle=|s,0\rangle+\frac{\gamma F}{\Omega+\omega}|p,1\rangle,\qquad |\tilde p\rangle=|p,0\rangle+\frac{\gamma F}{\Omega-\omega}|s,1\rangle . \]
The total dipole is the electron's, with element \(-z\), plus \(p_c\). The operator \(p_c\) links \(|s,0\rangle\) with \(|s,1\rangle\) and \(|p,1\rangle\) with \(|p,0\rangle\), each with element \(\gamma\):
\[ \langle\tilde s|D|\tilde p\rangle=-z+\gamma^2F\left(\frac1{\Omega-\omega}+\frac1{\Omega+\omega}\right)=-\left(z-\frac{\alpha F}{1-\omega^2/\Omega^2}\right). \]
The level shift is \(-\gamma^2F^2/(\Omega+\omega)\). For \(\omega\ll\Omega\) the denominator is \(\Omega\) for every intermediate valence state, and closure turns the shift into the expectation value of a local potential. In this adiabatic limit
\[ V_{\rm pol}=-\tfrac12\alpha F(r)^2,\qquad d(r)=r-\alpha F(r). \]
The induced dipole opposes the electron's. The correction \(\alpha F\) peaks at \(r_c/\sqrt2\) and falls as \(\alpha/r^2\), so it weighs mainly the inner, positive lobe and lowers \(R_0(n)\). It should change \(\Delta_n\) little, since it is a modest fraction of the large \(R_0(6)\).

**Q.** What does a calculation give?

**A.** The core is Cs⁺, \(Z=55\), with 54 electrons in 1s to 5p, 3d and 4d, solved self-consistently at the Dirac–Xα level: \(-Z/r+V_H[\varrho]-\tfrac32X_\alpha(3\varrho/\pi)^{1/3}\), with \(\varrho\) the core density. The valence electron sees this frozen potential plus \(V_{\rm pol}\). I take \(\alpha=16\) bohr³, the rough size of the Cs⁺ polarizability, and the round value \(r_c=3\) bohr. The parameter \(X_\alpha\) is adjusted until 6s is bound by 0.14 hartree (3.8 eV), a rounded form of the measured 0.143 hartree (fitting to 0.143 instead raises the 6p splitting by about 4% and the ratios below by about 2%), which gives \(X_\alpha=0.17\). That is far below the Kohn–Sham value \(\tfrac23\) and should be read as a fitting constant. The functional \(\mathcal F\) is made stationary in a basis of degree-7 B-splines (160 intervals out to 400 bohr for the valence states), with the \(E\) inside \(M\) updated for each state. The positive-energy states of this box stand in for the continuum in \(\Delta_n\).

The scalar-relativistic quantities, with the corrected \(d\), are these (\(\xi\) in hartree, \(R_0\) and \(\Delta\) in bohr).

| \(n\) | \(\nu\) | \(\xi_{nn}\nu^3\) | \(R_0\nu^{3/2}\) | \(\Delta\nu^{3/2}\) | \(C\) | \(x\) |
|---|---|---|---|---|---|---|
| 6 | 2.367 | 0.0280 | 21.07 | −0.144 | 1.00 | −0.007 |
| 7 | 3.422 | 0.0260 | 3.13 | 0.804 | 5.5 | 0.257 |
| 8 | 4.438 | 0.0257 | 1.74 | 0.672 | 9.2 | 0.386 |
| 10 | 6.450 | 0.0256 | 1.11 | 0.583 | 13.8 | 0.526 |
| 12 | 8.454 | 0.0256 | 0.93 | 0.553 | 16.3 | 0.595 |
| 14 | 10.456 | 0.0256 | 0.85 | 0.539 | 17.6 | 0.633 |

From 7p to 14p the scaled \(\Delta\) falls by a third and the scaled \(R_0\) by a factor 3.7.

For 7p, \(\xi_{67}\) and \(\sqrt{\xi_{66}\xi_{77}}\) both come out as \(1.171\times10^{-3}\) hartree, \(E_7-E_6=0.04652\) hartree and \(R_0(6)=5.785\) bohr. The 6p term is \(5.785\times1.171\times10^{-3}/0.04652=0.1456\) bohr. The core states add \(-0.0127\), the other bound states \(-0.0075\) and the continuum \(+0.0016\), for a total \(\Delta_7=0.1270\) bohr. With \(A_7=2.730\) and \(R_0(7)=0.4942\) bohr, \(\Delta_7/A_7=0.0465\), \(C_7=5.52\), and the product is \(x=0.257\). The first-order frequencies follow from \(E_7=-0.042705\) and \(\xi_{77}=0.000650\): \(\omega_3=0.14-0.042705+0.000325=0.097620\) and \(\omega_1=0.14-0.042705-0.000650=0.096645\), a ratio of 1.0101. Then \(\rho\approx2\times1.0101\times(1.1285/0.7431)^2=4.66\). The estimate from the computed splittings alone, \(s_6=3.350\times10^{-3}\) hartree (735 cm⁻¹) and \(s_7=1.027\times10^{-3}\) hartree, is \(5.785\times\tfrac23\times1.855\times10^{-3}/0.04652=0.154\) bohr, which is 21% above the full \(\Delta_7\).

The Dirac solutions at \(\lambda=1\) show the mechanism directly. Summing the positive and negative parts of the integrand separately gives \(R_1=1.5606-1.2092=0.3514\) and \(R_3=1.6332-1.0785=0.5547\) bohr. Going from 1/2 to 3/2 the positive part grows by 5% and the negative part shrinks by 11%. The two changes act in the same direction, as a 6p admixture requires, because the 6s–6p integrand has practically one sign (\(C_6=1.00\)). The remainder grows by 58%, and \(\rho_7=2\times1.0106\times(0.5547/0.3514)^2=5.04\). For 10p the remainders are \(0.4841-0.4557=0.0284\) and \(0.5087-0.4241=0.0846\) bohr.

| \(n\) | \(R_1\) (bohr) | \(R_3\) (bohr) | \(\rho\) | first order | \(\rho\) with \(d=r\) |
|---|---|---|---|---|---|
| 6 | 5.820 | 5.764 | 2.10 | 2.09 | 2.09 |
| 7 | 0.3514 | 0.5547 | 5.04 | 4.66 | 4.17 |
| 8 | 0.1064 | 0.2205 | 8.6 | 7.6 | 5.5 |
| 10 | 0.0284 | 0.0847 | 17.8 | 14.2 | 7.2 |
| 12 | 0.0131 | 0.0486 | 27.5 | 20.5 | 8.0 |
| 14 | 0.0077 | 0.0329 | 36 | 26 | 8.5 |

The last column uses the same orbitals with the bare operator. For 14p the bare integrals are 0.0239 and 0.0492 bohr. The polarization term removes 0.0162 and 0.0163 bohr, so it leaves their difference almost untouched while taking two thirds of \(R_1\). For 6p it removes 0.28 bohr of 6.10, under 5%.

**Q.** How do I know that the cancellation is responsible, and not the large spin-orbit coupling by itself?

**A.** Remove one ingredient at a time. The 6p doublet has the largest splitting and no cancellation: \(\rho_6=2\times1.0692\times(5.764/5.820)^2=2.10\). Here \(x\) is slightly negative and the excess over 2 is due to the frequency ratio. The sum \(\Delta_6=-0.040\) bohr lacks the large term. Its 7p term has a negative denominator and gives \(0.4942\times1.171\times10^{-3}/(-0.04652)=-0.012\) bohr, about a third of the total; the rest I did not resolve state by state. Next keep the 7p states that gave 5.04 and start from 7s, bound by 0.057528 hartree in the model. The integrals are large, 12.93 and 12.64 bohr. With \(E_{7p_{1/2}}=-0.043420\) and \(E_{7p_{3/2}}=-0.042392\) the frequency ratio is \(0.015136/0.014108=1.073\), and \(\rho=2\times1.073\times(12.64/12.93)^2=2.05\). The same pair of upper functions is normal or anomalous according to the integral in which it is used.

Conversely, keep the cancellation and turn the dial to \(\lambda=0.1\). With the bare operator \(x(7p)=0.2084\) becomes 0.02084 and the frequency ratio 1.001, so the formula gives \(2\times1.001\times(1.01042/0.97916)^2=2.132\). The direct solution gives 2.133. For 14p the two values are 2.248 and 2.249. Hydrogen, where \(\xi\) is minute, gives \(\rho=2.0001\) for 1s→8p by the same method; no cancellation factor was computed for it, so this checks the method and does not separate the two ingredients. In this model both ingredients are needed.

**Q.** First order gives 26 for 14p and the full solution 36. Is the explanation failing there?

**A.** The amplifier also acts on the error of the approximation. For 14p, \(R_0=0.02521\) and \(\Delta=0.01595\) bohr predict \(R_1=0.00926\) and \(R_3=0.03319\). The Dirac values are 0.00773 and 0.03289. The misses, \(-0.00153\) and \(-0.00030\) bohr, stand as 5 to 1, close to the ratio \(a_1^2/a_3^2=4\) of a second-order term. The curvature of \(R\) in \(\lambda\) gives that term as \(-0.00126\) and \(-0.00031\) bohr, so about a sixth of the larger miss is of still higher order. The larger miss is 10% of \(\Delta\) but 20% of the true \(R_1\), and squaring turns that into about 40% of the first-order \(\rho\).

One nonlinearity can be derived. Near a point nucleus \(1/2M\to c^2r/Z\) and \(\xi\to2c^2/Zr\). The integrand of \(\mathcal F\), times \(Z/c^2\), becomes \(rP'^2-(P^2)'+[1+l(l+1)+2\lambda a_j-Z^2/c^2]P^2/r\). The total derivative drops out of the Euler equation \((rP')'=[\dots]P/r\), and \(P\sim r^s\) gives \(s^2=1+l(l+1)+2\lambda a_j-Z^2/c^2\). With \(Z/c=55/137.036\), \(s=0.916\), 1.685 and 1.959 for p\(_{1/2}\), the scalar case and p\(_{3/2}\). The shifts, \(-0.77\) and \(+0.27\), compare with the linear ones \(a_j/1.685=-0.59\) and \(+0.30\). The p\(_{1/2}\) function moves more than first order says and p\(_{3/2}\) less, the same pattern as in the integrals. The derivation assumes \(r\ll Z/2c^2\approx0.0015\) bohr, however. At that radius the logarithmic slope of the p\(_{1/2}\) function has already risen from 0.92 to 1.28 (that of p\(_{3/2}\) is still 1.92), and less than 1% of \(\int\xi P^2dr\) comes from inside it. It illustrates the direction of the nonlinearity and does not account for the size of the miss.

**Q.** How far can I trust the numbers, and does the ratio grow without limit?

**A.** Trust the mechanism and the rise along the series, but not the individual ratios at high \(n\): they depend strongly on the cutoff \(r_c\), whose value I chose and did not fit. With \(X_\alpha\) refitted each time, \(r_c=4,\ 3.5,\ 2.75,\ 2.5\) bohr gives \(\rho\approx18,\ 24,\ 50,\ 85\) for 14p but only 4.7, 4.9, 5.1, 5.2 for 7p. The ratio rises along the series in every case, and the error at high \(n\) can have either sign. The model's 6p splitting of 735 cm⁻¹ is about a third above the measured one, roughly 550 cm⁻¹, so \(\Delta\) is probably too large, and its 5.04 for 7p lies above your rough 4.

At high \(n\) the ratio depends steeply on the operator. With the orbitals fixed, \(R_j\) is linear in the \(\alpha\) inside \(d\). For 14p, \(R_1=0.02394-\alpha\,(0.01621/16)\) vanishes at \(\alpha=23.6\) bohr³, and in the same way \(R_0\) vanishes at 40.7 and \(R_3\) at 48.2. The ratio runs through 8.5, 13, 20, 36 and 123 at \(\alpha=0,8,12,16,20\), diverges at 23.6, and is down to 7.6 at 32. It crosses the equal-integral value where \(R_3=-R_1\), at \(\alpha=16\times(0.02394+0.04923)/(0.01621+0.01634)=36\), before the zero of \(R_0\), as the condition \(x<4\) implies. The static polarizability is itself an approximation. For a round core frequency \(\Omega=0.6\) hartree and \(\omega\approx0.135\) hartree, \(\omega^2/\Omega^2=0.05\), a 5% increase of \(\alpha\) in a region where 25% more than triples \(\rho\).

Along the series, \(R_0\nu^{3/2}\) and \(\Delta\nu^{3/2}\) vary smoothly with energy in the computed range, and only 0.0046 hartree remains between 14p and the threshold. From 13p to 14p the energy rises by 0.00102 hartree, \(R_0\nu^{3/2}\) goes from 0.884 to 0.852 and \(\Delta\nu^{3/2}\) from 0.545 to 0.539. Extending these lines 4.5 further such steps to \(E=0\) gives about 0.71 and 0.51, so \(x\approx0.7\). If that linear extrapolation holds, the first-order ratio of this model levels off at a finite value, and \(R_0\nu^{3/2}\) is still positive and falling at threshold, heading for a zero, a Cooper minimum, above it. A somewhat stronger cancellation would bring the zero of the 1/2 channel down among the bound levels, and you would see the 1/2 component fade near one \(n\) and return only faintly beyond it: with \(\alpha=25\) bohr³ in the operator, \(R_1\) changes sign between 12p and 13p, and at 14p the ratio is still about 600. A measured ratio at high \(n\) is therefore mainly a measure of how close the 1/2 channel lies to its zero.
